# Pseudo-hydrogen charges from electron counting at zinc-blende surfaces: test program

```python
"""Pseudo-hydrogen charges for ideal zinc-blende surfaces.

Result under test: a cap on a dangling bond of an atom with Z valence
electrons needs nuclear charge q = 2 - Z/4 (units of e), and brings q electrons.
Cation: Z_cat electrons; anion: Z_an = 8 - Z_cat electrons.
Road 1: count levels below the gap of capped tight-binding clusters, solve for q.
Road 2: find q for which the potential step of a (111) slab stops growing.
Energies in hartree, lengths in bohr; lattice coordinates in quarter cube edges.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOND_VECTORS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
FAMILIES = {"III-V": 3, "II-VI": 2, "IV": 4}

# round model parameters of the tight-binding Hamiltonian
HYBRID_LEVEL = {"cation": 0.035, "anion": -0.035}
ONSITE_COUPLING = -0.035      # between two hybrids of one atom
BOND_COUPLING = -0.16         # between the two hybrids of one bond
CAP_LEVEL = 0.0               # same for both kinds of cap
CAP_COUPLING = -0.16


def pseudo_charge(valence):
    return 2 - valence / 4


def site_kind(point):
    """Return the sublattice of an integer point, or None if it is empty."""
    p = np.array(point)
    if np.all(p % 2 == 0) and p.sum() % 4 == 0:
        return "cation"
    p = p - 1
    if np.all(p % 2 == 0) and p.sum() % 4 == 0:
        return "anion"
    return None


def cut_cluster(center, radius_squared):
    atoms = {}
    for point in np.ndindex(13, 13, 13):
        p = tuple(int(x) - 6 for x in point)
        distance2 = sum((x - c) ** 2 for x, c in zip(p, center))
        kind = site_kind(p)
        if kind and distance2 <= radius_squared + 1e-9:
            atoms[p] = kind
    return atoms


def analyse(atoms):
    """Find intact bonds and dangling hybrids from the positions."""
    index = {p: i for i, p in enumerate(atoms)}
    bonds, dangling = [], []
    for p, kind in atoms.items():
        sign = 1 if kind == "cation" else -1
        for k, vector in enumerate(BOND_VECTORS):
            q = tuple(int(x) for x in np.array(p) + sign * vector)
            if q not in index:
                dangling.append((4 * index[p] + k, kind))
            elif kind == "cation":
                bonds.append((4 * index[p] + k, 4 * index[q] + k))
    return bonds, dangling


def levels(atoms, bonds, dangling, capped):
    n_hybrids = 4 * len(atoms)
    size = n_hybrids + (len(dangling) if capped else 0)
    h = np.zeros((size, size))
    for i, kind in enumerate(atoms.values()):
        block = slice(4 * i, 4 * i + 4)
        h[block, block] = ONSITE_COUPLING
        for k in range(4):
            h[4 * i + k, 4 * i + k] = HYBRID_LEVEL[kind]
    for a, b in bonds:
        h[a, b] = h[b, a] = BOND_COUPLING
    if capped:
        for j, (a, _) in enumerate(dangling):
            c = n_hybrids + j
            h[c, c] = CAP_LEVEL
            h[a, c] = h[c, a] = CAP_COUPLING
    return np.linalg.eigvalsh(h)


clusters = {
    "cation-centred": cut_cluster((0, 0, 0), 16),
    "anion-centred": cut_cluster((1, 1, 1), 16),
    "stoichiometric": cut_cluster((0.5, 0.5, 0.5), 12),
}
data = {}
print("Clusters (numbers of atoms, bonds, levels)")
for name, atoms in clusters.items():
    bonds, dangling = analyse(atoms)
    n_cat = sum(k == "cation" for k in atoms.values())
    n_an = len(atoms) - n_cat
    d_cat = sum(k == "cation" for _, k in dangling)
    d_an = len(dangling) - d_cat
    energy = levels(atoms, bonds, dangling, True)
    below = int(np.argmax(np.diff(energy))) + 1
    low, high = energy[below - 1], energy[below]
    bare = levels(atoms, bonds, dangling, False)
    in_gap = int(np.sum((bare > low + 1e-6) & (bare < high - 1e-6)))
    assert below == len(bonds) + len(dangling)
    assert high - low > 0.1
    assert in_gap > 0
    assert d_cat - d_an == 4 * (n_cat - n_an)
    data[name] = (n_cat, n_an, d_cat, d_an, below)
    print(f"{name}: cations {n_cat}, anions {n_an}, intact bonds {len(bonds)}")
    print(f"  dangling bonds: on cations {d_cat}, on anions {d_an}")
    print(f"  capped: levels below gap {below}, gap {high - low:.3f} hartree")
    print(f"  gap edges {low:.3f} and {high:.3f} hartree")
    print(f"  caps removed: levels inside that gap {in_gap}")

print("Cap charges solved from the level counts (e)")
for family, z_cat in FAMILIES.items():
    z_an = 8 - z_cat
    matrix = np.array([[v[2], v[3]] for v in data.values()], float)
    needed = np.array([2 * v[4] - z_cat * v[0] - z_an * v[1]
                       for v in data.values()], float)
    solved, _, rank, _ = np.linalg.lstsq(matrix, needed, rcond=None)
    assert rank == 2
    assert np.allclose(matrix @ solved, needed, atol=1e-9)
    assert np.allclose(solved, [pseudo_charge(z_cat), pseudo_charge(z_an)],
                       atol=1e-9)
    print(f"{family}: on cation {solved[0]:.2f}, on anion {solved[1]:.2f}")
    # the stoichiometric cluster alone fixes only the sum of the charges
    assert np.linalg.matrix_rank(matrix[2:3]) == 1
    assert matrix[2, 0] == matrix[2, 1]
    assert abs(needed[2] / matrix[2, 0] - 2) < 1e-12

print("Electron count of the cation-centred cluster")
n_cat, n_an, d_cat, d_an, below = data["cation-centred"]
for family in ("III-V", "II-VI"):
    z_cat = FAMILIES[family]
    from_atoms = z_cat * n_cat + (8 - z_cat) * n_an
    from_cat_caps = d_cat * pseudo_charge(z_cat)
    from_an_caps = d_an * pseudo_charge(8 - z_cat)
    total = from_atoms + from_cat_caps + from_an_caps
    ordinary = from_atoms + d_cat + d_an
    assert abs(total - 2 * below) < 1e-12
    assert ordinary != 2 * below
    print(f"{family}: from atoms {from_atoms}, from caps on cations "
          f"{from_cat_caps:.0f}, on anions {from_an_caps:.0f}")
    print(f"  total {total:.0f}, places in levels below gap {2 * below}")
    print(f"  with ordinary hydrogen {ordinary}, missing {2 * below - ordinary}")

BOND_LENGTH = 4.6
CELL_AREA = 4 * BOND_LENGTH ** 2 / np.sqrt(3)


def potential_step(bilayers, z_cat, q_an, pair_fraction):
    """Integrate the field through a neutral (111) slab of charged sheets.

    The lower face ends in cations, the upper one in anions. Each bond pair
    sits at pair_fraction of the way from cation to anion.
    """
    d, f = BOND_LENGTH, pair_fraction
    cap_length = 0.6 * d
    sheets = [(-cap_length, 2 - q_an), (-cap_length / 2, -2.0)]
    for m in range(bilayers):
        z = 4 * d * m / 3
        sheets += [(z, z_cat), (z + d / 3, 8 - z_cat), (z + f * d / 3, -6.0)]
        if m < bilayers - 1:
            sheets.append((z + d / 3 + (1 - f) * d, -2.0))
    top = 4 * d * (bilayers - 1) / 3 + d / 3
    sheets += [(top + cap_length / 2, -2.0), (top + cap_length, q_an)]
    position, charge = np.array(sorted(sheets)).T
    assert abs(charge.sum()) < 1e-10
    field = 4 * np.pi * np.cumsum(charge)[:-1] / CELL_AREA
    return -np.sum(field * np.diff(position))


def growth(z_cat, q_an, pair_fraction, bilayers=4):
    return (potential_step(bilayers + 1, z_cat, q_an, pair_fraction)
            - potential_step(bilayers, z_cat, q_an, pair_fraction))


print("Polar (111) slab")
print(f"bond length {BOND_LENGTH:.1f} bohr, cell area {CELL_AREA:.2f} bohr^2")
for family in ("III-V", "II-VI"):
    z_cat = FAMILIES[family]
    for fraction in (0.5, 0.6, 0.75):
        g0, g1 = growth(z_cat, 0.0, fraction), growth(z_cat, 1.0, fraction)
        q_root = -g0 / (g1 - g0)
        assert abs(q_root - pseudo_charge(8 - z_cat)) < 1e-9
        assert abs((2 - q_root) - pseudo_charge(z_cat)) < 1e-9
        assert abs(growth(z_cat, q_root, fraction, 9)) < 1e-9
        face_charge = 1 - pseudo_charge(8 - z_cat)
        predicted = (4 * np.pi * face_charge * (4 * BOND_LENGTH / 3)
                     / CELL_AREA)
        assert abs(g1 - predicted) < 1e-9
    print(f"{family}: zero growth for caps {2 - q_root:.2f} e on cation, "
          f"{q_root:.2f} e on anion")
    print(f"  ordinary hydrogen: anion-face charge {face_charge:+.2f} e per cell")
    print(f"  potential growth per bilayer {g1:.3f} hartree/e "
          f"= {g1 * HARTREE_EV:.1f} V")

print("checks complete")
```

It prints:

```
Clusters (numbers of atoms, bonds, levels)
cation-centred: cations 19, anions 16, intact bonds 52
  dangling bonds: on cations 24, on anions 12
  capped: levels below gap 88, gap 0.207 hartree
  gap edges -0.129 and 0.078 hartree
  caps removed: levels inside that gap 36
anion-centred: cations 16, anions 19, intact bonds 52
  dangling bonds: on cations 12, on anions 24
  capped: levels below gap 88, gap 0.204 hartree
  gap edges -0.129 and 0.076 hartree
  caps removed: levels inside that gap 36
stoichiometric: cations 10, anions 10, intact bonds 25
  dangling bonds: on cations 15, on anions 15
  capped: levels below gap 55, gap 0.212 hartree
  gap edges -0.129 and 0.084 hartree
  caps removed: levels inside that gap 30
Cap charges solved from the level counts (e)
III-V: on cation 1.25, on anion 0.75
II-VI: on cation 1.50, on anion 0.50
IV: on cation 1.00, on anion 1.00
Electron count of the cation-centred cluster
III-V: from atoms 137, from caps on cations 30, on anions 9
  total 176, places in levels below gap 176
  with ordinary hydrogen 173, missing 3
II-VI: from atoms 134, from caps on cations 36, on anions 6
  total 176, places in levels below gap 176
  with ordinary hydrogen 170, missing 6
Polar (111) slab
bond length 4.6 bohr, cell area 48.87 bohr^2
III-V: zero growth for caps 1.25 e on cation, 0.75 e on anion
  ordinary hydrogen: anion-face charge +0.25 e per cell
  potential growth per bilayer 0.394 hartree/e = 10.7 V
II-VI: zero growth for caps 1.50 e on cation, 0.50 e on anion
  ordinary hydrogen: anion-face charge +0.50 e per cell
  potential growth per bilayer 0.789 hartree/e = 21.5 V
checks complete
```
